\section*{STIRAP: dark state, adiabaticity conditions and loss through a decaying level}

\section{What a large pulse area does not guarantee}

A transfer between two long-lived states through a decaying one can fail although both pulses are strong. In the model below, with pulse area $125$ and a delay of $0.35$ pulse durations, the loss, meaning all population missing from the target at the end, is $0.0028$. Shortening the delay to $0.10$ raises it to $0.065$. With the delay back at $0.35$, detuning both fields from the middle level by $10^{-5}$ eV raises it to $0.77$, nearly all of it population left in the initial state. On resonance, sending the pulses in the opposite order leaves $0.0017$ of the population in the target, a value that oscillates with the area and stays at about $0.003$ or below for areas from 120 to 130. Pulse area, delay, detuning and decay must therefore be judged together.

\section{Model and rotating frame}

State 1 is occupied initially, state 3 is the target, and state 2 decays at rate $\Gamma$ to levels outside these three. The pump couples 1 and 2, the Stokes field couples 2 and 3, and each field drives its own transition alone. Atomic units are used in the algebra, so $\hbar=1$. The Rabi frequencies $P(t)$ and $S(t)$ are dipole times field amplitude; constant phases are absorbed into the basis states, so both are real and non-negative. With $E_1=0$ the laboratory amplitudes obey
\begin{align}
i\dot a_1&=P\cos(\omega_Pt)\,a_2,\\
i\dot a_2&=(E_2-i\Gamma/2)a_2+P\cos(\omega_Pt)\,a_1+S\cos(\omega_St)\,a_3,\\
i\dot a_3&=E_3a_3+S\cos(\omega_St)\,a_2 .
\end{align}
Set $a_1=c_1$, $a_2=e^{-i\omega_Pt}c_2$, $a_3=e^{-i(\omega_P-\omega_S)t}c_3$. The first coupling becomes $P\cos(\omega_Pt)e^{-i\omega_Pt}=\frac P2(1+e^{-2i\omega_Pt})$, and the others have the same structure. The terms at twice the optical frequencies average out when $P$, $S$, $|\Delta|$ and $\Gamma$ are all far below those frequencies. Define $\Delta=E_2-\omega_P$ and assume two-photon resonance, $E_3=\omega_P-\omega_S$. Then $i\dot{\mathbf c}=H\mathbf c$ with
\begin{equation}
H=\begin{pmatrix}0&P/2&0\\P/2&\Delta-i\Gamma/2&S/2\\0&S/2&0\end{pmatrix}.
\end{equation}
At area 30, integration with the full oscillating fields gives a target population of $0.9483$, against $0.9484$ in the rotating frame.

\section{The dark state}

Define $\Omega^2=P^2+S^2$ and $\tan\theta=P/S$, so that $P=\Omega\sin\theta$ and $S=\Omega\cos\theta$, and let
\begin{equation}
|D\rangle=\cos\theta|1\rangle-\sin\theta|3\rangle,\qquad
|B\rangle=\sin\theta|1\rangle+\cos\theta|3\rangle .
\end{equation}
Acting with $H$ on $D$, the component along 2 is $\frac12(P\cos\theta-S\sin\theta)=\frac\Omega2(\sin\theta\cos\theta-\cos\theta\sin\theta)=0$. The other components need an amplitude in state 2, and $D$ has none. Hence $H|D\rangle=0$ for any $\Delta$ and $\Gamma$: the two excitation paths cancel. For the bright state the paths add:
\begin{equation}
H|B\rangle=\tfrac12(P\sin\theta+S\cos\theta)|2\rangle=\tfrac\Omega2|2\rangle .
\end{equation}
For $\Gamma=0$ the remaining eigenvalues obey $\lambda(\lambda-\Delta)=\Omega^2/4$, so $\lambda_\pm=\frac12(\Delta\pm\sqrt{\Delta^2+\Omega^2})$.

With the Stokes pulse first, $\theta$ runs from 0 to $\pi/2$ and $D$ turns from $|1\rangle$ into $-|3\rangle$. With the pump first, $\theta$ starts at $\pi/2$, where $|1\rangle$ is the bright state. Near resonance it is driven into the decaying level. At large $|\Delta|$ the eigenstate connected to $B$ holds little of state 2 and can itself carry population from 1 to 3: with the parameters of the worked example and $\Delta=2\times10^{-6}$ eV, the pump-first order puts $0.88$ in the target.

\section{Equations in the moving basis}

Write $\psi=d|D\rangle+b|B\rangle+c|2\rangle$. Differentiating the basis gives $|\dot D\rangle=-\dot\theta|B\rangle$ and $|\dot B\rangle=\dot\theta|D\rangle$. Also $H|2\rangle=\frac\Omega2|B\rangle+(\Delta-i\Gamma/2)|2\rangle$. Projecting $i\dot\psi=H\psi$ on the three states yields
\begin{align}
\dot d&=-\dot\theta\,b,\label{d}\\
\dot b&=\dot\theta\,d-\tfrac{i\Omega}{2}c,\label{b}\\
\dot c&=-\tfrac{i\Omega}{2}b-\gamma c,\qquad \gamma=\tfrac\Gamma2+i\Delta .\label{c}
\end{align}
No approximation has been made beyond those in $H$. The rotation of the dark state feeds $B$, and $B$ feeds the decaying level.

For strong fields, take $d\simeq1$ and neglect $\dot b$ in \eqref{b}. Then $c$ follows from \eqref{b}, and solving \eqref{c} for $b=\frac{2i}{\Omega}(\dot c+\gamma c)$ gives $b$:
\begin{equation}
c=-\frac{2i\dot\theta}{\Omega},\qquad
b=\frac4\Omega\left[\frac{d}{dt}\frac{\dot\theta}{\Omega}+\gamma\frac{\dot\theta}{\Omega}\right].\label{lead}
\end{equation}
The middle level must carry a small amplitude, because the coupling through it turns the state along with $D$. To this order that amplitude depends on neither $\Delta$ nor $\Gamma$.

\section{Pulses and the scaled conditions}

Let both envelopes have peak $W$ and full duration $T$. With $u=t/T$, $\beta=\pi u$ and $\alpha=\pi(u-s)$,
\begin{equation}
S=W\sin^2\beta\ (0<u<1),\qquad P=W\sin^2\alpha\ (s<u<1+s),
\end{equation}
and zero otherwise, with $0<s<1$. The area of each pulse is $A=W\int_0^T\sin^2(\pi t/T)\,dt=WT/2$. Put $f=\Omega/W$ and let a prime denote $d/du$. In the overlap $s<u<1$, differentiating $\tan\theta=P/S$ gives
\begin{align}
\theta'&=\frac{P'S-PS'}{P^2+S^2}
=\frac{2\pi\sin\alpha\sin\beta(\cos\alpha\sin\beta-\sin\alpha\cos\beta)}{\sin^4\alpha+\sin^4\beta}\nonumber\\
&=\frac{2\pi\sin(\pi s)\sin\alpha\sin\beta}{\sin^4\alpha+\sin^4\beta},
\end{align}
because $\beta-\alpha=\pi s$. Since $\Omega=2Af/T$ and $\dot\theta=\theta'/T$, \eqref{lead} becomes
\begin{equation}
c=-\frac{i\theta'}{fA},\qquad
b=\frac1{fA^2}\left[\left(\frac{\theta'}f\right)'+\gamma T\frac{\theta'}f\right].\label{scaled}
\end{equation}
Both amplitudes must be small, which gives three conditions on area and delay:
\begin{align}
A&\gg M(s)=\max(\theta'/f),\label{M}\\
A^2&\gg|\gamma|T\,N(s),\qquad N=\max(\theta'/f^2),\label{N}\\
A^2&\gg R(s)=\max\left|(\theta'/f)'/f\right|.\label{R}
\end{align}
At the midpoint of the overlap $\sin\alpha=\sin\beta=\cos(\pi s/2)$, so there
\begin{equation}
\frac{\theta'}f=\frac{\sqrt2\,\pi\tan(\pi s/2)}{\cos^2(\pi s/2)},\qquad
\frac{\theta'}{f^2}=\frac{\pi\tan(\pi s/2)}{\cos^4(\pi s/2)} .
\end{equation}
For $s=0.35$ these are $3.745$ and $3.643$, equal to the maxima $M$ and $N$ found numerically. Both grow without limit as $s\to1$, where the fields overlap only in their weak tails.

On resonance, \eqref{M} says $\dot\theta\ll\Omega/2$, the distance from the dark state to its neighbours. For $|\Delta|\gg\Omega$ the nearer eigenvalue lies at distance $\Omega^2/(4|\Delta|)$, and \eqref{N} compares $\dot\theta$ with this smaller gap. For $\Gamma\gg\Omega$ and $\Delta=0$, \eqref{c} gives $c\simeq-i\Omega b/\Gamma$, so $\dot b=\dot\theta d-\Omega^2b/(2\Gamma)$: strong decay weakens the restoring effect of the fields in the same way.

\section{The leading loss}

The anti-Hermitian part of $H$ gives $d\langle\psi|\psi\rangle/dt=-\Gamma|c|^2$. After $u=1$ the Stokes field is off and the target population $P_3$ is constant. Inserting \eqref{scaled},
\begin{equation}
1-P_3=4\Gamma\int\frac{\dot\theta^2}{\Omega^2}dt+O(A^{-4})
=\frac{\Gamma T\,J(s)}{A^2}+O(A^{-4}),\quad
J=\int_s^1\left(\frac{\theta'}f\right)^2du,\label{loss}
\end{equation}
for $A\to\infty$ at fixed $s$, $\Gamma T>0$ and $\Delta T$.

The order of the remainder follows from four contributions. The smooth correction to $c$ is $O(A^{-3})$ and multiplies a leading $c$ of $O(A^{-1})$. The overlap edges also start a free oscillation of $b$ and $c$ with amplitude $O(A^{-2})$ and a phase proportional to $A$. Its product with the leading $c$ is $O(A^{-3})$, and integrating over the fast phase gains another factor $1/A$. The square of the free oscillation of $c$ is $O(A^{-4})$ and adds a decay loss of that order. Finally, the population left in $B$ and 2 at $u=1$ is $O(A^{-4})$.

Equation \eqref{d} provides a second route. With $g=\dot\theta/\Omega$, the smooth part of $b$ gives
\begin{equation}
\dot d=-4g\dot g-4\gamma g^2=-2\frac{d(g^2)}{dt}-(2\Gamma+4i\Delta)g^2 .
\end{equation}
The total derivative integrates to zero because $g=0$ at both overlap edges. Thus $d=1-(2\Gamma+4i\Delta)\int g^2dt$ at the end, and $|d|^2$ reproduces \eqref{loss}. To this order the detuning changes the phase of the target amplitude and not its size.

It is tempting to write $P_3=\exp(-\Gamma TJ/A^2)$ for large losses. Since $\int\dot\theta\,dt=\pi/2$,
\begin{equation}
4\Gamma\int\frac{\dot\theta^2}{\Omega^2}dt\le\pi\max\frac{2\Gamma\dot\theta}{\Omega^2},
\end{equation}
and the quantity on the right is $\pi$ times the decay part of $b$. When $b$ is very small, so is the predicted loss. The expansion fixes only the first term in that loss, so at large loss the exponential is an extrapolation that must be checked by integration.

\section{Short and long delays}

For $s\to1$ let $\delta=1-s$ and $x=(u-s)/\delta$. Then $\sin\alpha\simeq\pi\delta x$, $\sin\beta\simeq\pi\delta(1-x)$ and $\sin\pi s\simeq\pi\delta$. With $h=x^4+(1-x)^4$ this gives $\theta'\simeq2x(1-x)/(\delta h)$ and $f^2\simeq\pi^4\delta^4h$, so
\begin{equation}
J\simeq\frac1{\pi^4\delta^5}\int_0^1\frac{4x^2(1-x)^2}{h^3}dx=\frac{0.285}{(1-s)^5}.
\end{equation}
For $s\to0$ the rotation is concentrated near the two ends of the overlap. At the front put $u=sy$, so that $\sin\alpha\simeq\pi s(y-1)$ and $\sin\beta\simeq\pi sy$. The rear contributes equally by symmetry, and
\begin{equation}
J\simeq\frac2{\pi^4s^5}\int_1^\infty\frac{4y^2(y-1)^2}{[y^4+(y-1)^4]^3}dy=\frac{3.08\times10^{-4}}{s^5}.
\end{equation}
In both limits the dark state turns while the fields are weak. Numerically, $J$ is least at $s=0.265$, where $J=3.52$. This is the best delay in the limit of large area at fixed $\Gamma T$; at finite area the edges matter too.

\section{What remains without decay}

Just inside the front edge, $\sin\alpha\simeq\pi(u-s)$ and $\sin\beta\simeq\sin\pi s$, so $\theta'\simeq2\pi^2(u-s)/\sin^2\pi s$ and $f^2\simeq\sin^4\pi s$. Hence $\theta''$ jumps from zero, and the smooth solution starts at
\begin{equation}
b=\frac{\kappa}{A^2},\qquad \kappa=\frac{\theta''}{f^2}=\frac{2\pi^2}{\sin^6\pi s}.
\end{equation}
The true $b$ is still zero there. For $\Gamma=\Delta=0$ a free solution must cancel the mismatch:
\begin{equation}
b_{\rm free}=-\frac{\kappa}{A^2}\cos\varphi(u),\quad
c_{\rm free}=\frac{i\kappa}{A^2}\sin\varphi(u),\quad
\varphi(u)=A\int_s^u f\,du_1 .
\end{equation}
Under $u\to1+s-u$ both $\theta'$ and $f$ are unchanged, so $\theta''$ changes sign and the smooth $b$ ends at $-\kappa/A^2$. With $\varphi=\varphi(1)$, the population outside the target is
\begin{equation}
1-P_3\simeq\frac{\kappa^2}{A^4}\left[(1+\cos\varphi)^2+\sin^2\varphi\right]
=\frac{4\kappa^2}{A^4}\cos^2\frac\varphi2 .\label{edge}
\end{equation}
At areas 600, 602 and 604 with $s=0.35$, integration agrees with \eqref{edge} to within 10\% of the maximum $4\kappa^2/A^4$. Near a zero of the cosine the error relative to the value itself is larger: at 602 the formula gives $2.7\times10^{-9}$ and integration $1.8\times10^{-9}$. Relative to $\kappa/A^2$ the neglected amplitudes are of order $1/A$, with a large coefficient that varies with the area: at 602 the square roots of the two values differ by about 8\% of $\kappa/A^2$. This matters there because the leading term has almost cancelled.

Comparing \eqref{edge} with \eqref{loss}, decay outweighs this edge residue at $\Delta=0$ when $\Gamma TJA^2\gg\kappa^2$. The comparison does not bound the other $O(A^{-4})$ terms, which grow with detuning and with long delay.

\section{Worked example}

Take round model parameters: dipole $1\ e\,$\AA, field amplitude $5\times10^{-7}$ V/\AA, $\Gamma=2\times10^{-8}$ eV, $T=5\times10^8\ \hbar/\mathrm{eV}$, $\Delta=0$ and $s=0.35$. Then $W=5\times10^{-7}$ eV and
\begin{equation}
A=\tfrac12(5\times10^{-7})(5\times10^8)=125,\qquad
\Gamma T=(2\times10^{-8})(5\times10^8)=10 .
\end{equation}
The conditions \eqref{M}--\eqref{R} are met: $M/A=0.030$, $\Gamma TN/(2A^2)=0.0012$ and $R/A^2=0.0025$. The leading estimate of the peak population of the middle level is $(M/A)^2=9.0\times10^{-4}$; integration gives $9.5\times10^{-4}$. With $J=4.423$,
\begin{equation}
1-P_3\simeq\frac{10\times4.423}{125^2}=0.00283 .
\end{equation}
Direct integration gives $0.00285$, a difference of $0.6\%$ of the formula value. Here $\Gamma TJA^2/\kappa^2=444$, so decay dominates. For areas from 60 to 480 at the same $\Gamma T$, the relative error falls from $2.0\%$ to $0.05\%$ and stays below $500/A^2$.

The delay scan at $A=125$ shows where the leading formula can be used:
\begin{center}
\begin{tabular}{ccccc}
$s$ & $J$ & $\kappa/A^2$ & formula & integrated\\
0.10 & 43.3 & 1.45 & 0.0277 & 0.0647\\
0.20 & 4.49 & 0.031 & 0.0029 & 0.0038\\
0.35 & 4.42 & 0.0025 & 0.0028 & 0.0028\\
0.50 & 12.2 & 0.0013 & 0.0078 & 0.0079\\
0.60 & 33.3 & 0.0017 & 0.0213 & 0.0227
\end{tabular}
\end{center}
Delays $0.20$ and $0.35$ have nearly the same $J$ but different losses. The excess at $0.20$, about $9\times10^{-4}$, is of the order of $\kappa^2/A^4$, the scale of the edge terms. Its coefficient is not predicted here, and the close numerical match is accidental: at $s=0.35$ and $A=120$ the excess is about $2.3\,\kappa^2/A^4$. At $0.60$ the excess is about $460\,\kappa^2/A^4$, so there the edge terms do not set its scale. At $0.10$ condition \eqref{R} is violated and the expansion has no claim to hold.

A detuning of $10^{-7}$ eV leaves the loss at $0.00285$. At $10^{-6}$ eV, where $\Delta TN/A^2$ is only $0.12$, the loss has already doubled to $0.0058$. At $10^{-5}$ eV, $\Delta TN/A^2=1.17$: condition \eqref{N} fails although $M/A$ is unchanged, and the loss is $0.77$. Nearly all of this population has stayed in state 1 and has not decayed.

To choose the duration for a permitted loss $L$, insert $A=WT/2$ in \eqref{loss} and solve for $T$:
\begin{equation}
T=\frac{4\Gamma J}{W^2L}
=\frac{4(2\times10^{-8})(4.423)}{(5\times10^{-7})^2(10^{-3})}\,\frac{\hbar}{\mathrm{eV}}
=1.42\times10^9\ \frac{\hbar}{\mathrm{eV}},
\end{equation}
or $0.93\ \mu$s, for $L=10^{-3}$. The area is then 354, and integration confirms the loss. At fixed delay fraction and peak field the leading loss falls as $1/T$; at fixed duration it falls as $1/W^2$.

\section{Where the result does not apply}

\textbf{Gaussian pulses.} Let $x$ be time in units of the width and $q$ the delay in the same unit, with $P,S=We^{-(x\mp q/2)^2}$. Then $\tan\theta=e^{2qx}$, $d\theta/dx=q/\cosh(2qx)$ and $f^2=2e^{-2x^2-q^2/2}\cosh(2qx)$. The loss integrand is
\begin{equation}
\frac{(d\theta/dx)^2}{f^2}=\frac{q^2e^{2x^2+q^2/2}}{2\cosh^3(2qx)}
\sim4q^2e^{q^2/2}e^{2x^2-6q|x|},
\end{equation}
which grows without limit in the wings. For $q=1$ the integral cut at $\pm2$, $\pm3$ and $\pm4$ widths is $1.0$, $3.5$ and $4.1\times10^3$. The physical loss cannot exceed one; the divergence shows that adiabatic following has failed where $\Omega$ is tiny. Gaussian pulses should be integrated directly.

\textbf{Two-photon detuning.} An energy offset $\epsilon$ of state 3 adds $\langle B|H|D\rangle=-\epsilon\sin\theta\cos\theta$. The dark state is then no longer an eigenstate while both fields are on, and \eqref{loss} lacks this source of loss.

\textbf{Decay back into states 1 or 3.} The wave equation then describes the part of the ensemble that has not emitted. Populations returned by emission need a density-matrix calculation. This matters for optical transitions with dipoles as large as in the worked example: a dipole of $1\ e\,$\AA{} at a photon energy of $1.6$ eV has a radiative width of $1.0\times10^{-8}$ eV, so the two driven transitions alone would supply all of $\Gamma=2\times10^{-8}$ eV. If the decay returns equally to 1 and 3 and none leaves the system, the population missing from the target is $3\times10^{-4}$ instead of $0.0028$. The width scales as the cube of the photon energy and is $3\times10^{-10}$ eV at $0.5$ eV, so the example as given fits transitions well below 1 eV.

The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
dipole = 1.0 e*angstrom; field = 5e-07 V/angstrom
W = 5e-07 eV; Gamma = 2e-08 eV
T = 5e+08 hbar/eV; delay s = 0.35; delay time = 1.75e+08 hbar/eV
area A = 125.00 rad; Gamma*T = 10.00
J = 4.4228; M = 3.7450; N = 3.6426
max|(theta'/f)'/f| = 39.440; kappa = 39.450
M/A = 0.02996; Gamma*T*N/(2A^2) = 0.001166
max|(theta'/f)'/f|/A^2 = 0.002524
peak middle population (M/A)^2 = 0.000898
decay dominance Gamma*T*J*A^2/kappa^2 = 444.0
loss: formula 0.002831, integrated 0.002847
part of integrated loss that decayed = 0.002845
amplitude test errors: middle 0.00008, bright 0.00054
A=60: formula 1.2286e-02, integrated 1.2531e-02, rel.error 0.01998
A=120: formula 3.0714e-03, integrated 3.0889e-03, rel.error 0.00570
A=240: formula 7.6784e-04, integrated 7.6888e-04, rel.error 0.00135
A=480: formula 1.9196e-04, integrated 1.9205e-04, rel.error 0.00046
s=0.10: J=43.284, kappa/A^2=1.45083, formula 0.02770, integrated 0.06467
s=0.20: J=4.491, kappa/A^2=0.03063, formula 0.00287, integrated 0.00380
s=0.35: J=4.423, kappa/A^2=0.00252, formula 0.00283, integrated 0.00285
s=0.50: J=12.213, kappa/A^2=0.00126, formula 0.00782, integrated 0.00787
s=0.60: J=33.290, kappa/A^2=0.00171, formula 0.02131, integrated 0.02265
J is least at s = 0.2651, J = 3.5219, kappa = 120.4
J*s^5 at short delay -> 3.0826e-04
J*(1-s)^5 at long delay -> 0.2848
no decay, A=600: formula 2.856e-08, integrated 2.647e-08
no decay, A=602: formula 2.664e-09, integrated 1.817e-09
no decay, A=604: formula 7.151e-09, integrated 8.586e-09
Delta=1e-07 eV: Delta*T*N/A^2 = 0.0117, loss 0.00285
Delta=1e-05 eV: Delta*T*N/A^2 = 1.1656, loss 0.76717
pump first: final target population = 1.665e-03
for loss 0.001: T = 1.4153e+09 hbar/eV = 0.9316 us
  there A = 353.82 rad, integrated loss = 0.001000
A=30: target population, full fields 0.94831, rotating wave 0.94843
Gaussian pulses, delay = width, integral cut at 2, 3, 4 widths:
  1.018, 3.523, 4115
\end{verbatim}
